\section*{Periodic EOM-CCSD Excitons at Fixed Momentum and Their Binding Energy}

\section{Result}

Consider an insulating crystal of $N_k$ cells with periodic boundary conditions. Its CCSD exciton energies $\Omega(q)$ at crystal momentum $q$ are the eigenvalues of
\begin{equation}
A^{(q)}_{\mu\nu}=\langle\mu|[\bar H,\tau_\nu]|\Phi\rangle ,\qquad \bar H=e^{-T}He^{T},
\label{eq:A}
\end{equation}
where $\mu,\nu$ run over single and double excitations $\tau$ of total momentum $q$. With $\omega_\mp=E(N_0\mp1)-E(N_0)$ the ionisation and attachment energies at the band edges, the exciton binding energy is
\begin{equation}
E_b=\omega_-+\omega_+-\Omega .
\label{eq:Eb}
\end{equation}
Let $-\xi_L$ be the potential shift due to the periodic images of a unit charge and their neutralising background. If the zero-wavevector Coulomb term is omitted, the gap $\omega_-+\omega_+$ is too small by $\xi_L$ in a chain and by $\xi_L/\varepsilon$ in a three-dimensional dielectric, to leading order; here $\varepsilon$ is the electronic (clamped-ion) dielectric constant, and the three-dimensional law is shown below for a classical model. A compact exciton has no such error. The charged energies must therefore be corrected or extrapolated separately from $\Omega$. Hartree atomic units are used.

\section{Momentum blocks}

The mean-field reference $\Phi$ is translation invariant, with occupied spin-orbitals $i,j,k,l$, virtual $a,b,c,d$ and general $p,q,r,s$. Orbital $p$ has momentum $k_p$. In
\begin{equation}
H=\sum h_{pq}c_p^\dagger c_q+\tfrac14\sum v_{pqrs}c_p^\dagger c_q^\dagger c_sc_r,\quad v_{pqrs}=\langle pq||rs\rangle ,
\end{equation}
a lattice translation multiplies $v_{pqrs}$ by a phase, which must be one. Hence $k_p+k_q=k_r+k_s$ modulo a reciprocal vector. The correlated ground state has the same total momentum as $\Phi$, so $T$ transfers none: $t_i^a$ needs $k_a=k_i$ and $t_{ij}^{ab}$ needs $k_a+k_b=k_i+k_j$. Then $\bar H$ conserves momentum, and the excitation amplitudes obey
\begin{equation}
r_i^a:\ k_a=k_i+q,\qquad r_{ij}^{ab}:\ k_a+k_b=k_i+k_j+q .
\label{eq:sel}
\end{equation}
Three momenta of a double are free, so a block holds $O(N_k^3)$ amplitudes.

To justify (\ref{eq:A}), note that the CCSD equations make $\bar H\Phi$ equal to $E\Phi$ plus triple and higher excitations. Acting on these with $\tau_\nu$ leaves the singles and doubles space, so
\begin{equation}
\langle\mu|\bar H-E|\nu\rangle=\langle\mu|[\bar H,\tau_\nu]|\Phi\rangle
=\frac{\partial}{\partial t_\nu}\langle\mu|\bar H|\Phi\rangle .
\label{eq:jac}
\end{equation}
The last step uses $[T,\tau_\nu]=0$; for $q\neq0$ the derivative is taken at zero amplitude. The EOM matrix is thus the linearised CCSD residual. Since $\langle\mu|\bar H|\Phi\rangle=0$, adding $\Phi$ to the basis gives a block-triangular matrix. The reference amplitude $r_0$ does not affect $\Omega$, and it vanishes by symmetry for $q\ne0$.

\section{Working equations}

\subsection{Dressing by singles}

With $T_1=\sum t_i^ac_a^\dagger c_i$, the commutators are $[c_i^\dagger,T_1]=-\sum_at_i^ac_a^\dagger$ and $[c_a,T_1]=\sum_it_i^ac_i$. Both results commute with $T_1$, so the expansion of $e^{-T_1}(\cdot)e^{T_1}$ stops there. Let $t$ be the matrix with elements $t_{ai}=t_i^a$ and all others zero. Then
\begin{equation}
\tilde h=(1-t)h(1+t),
\end{equation}
and $w_{pqrs}$ is obtained from $v_{pqrs}$ with $(1-t)$ on $p,q$ and $(1+t)$ on $r,s$. The dressed Fock matrix is $F_{pq}=\tilde h_{pq}+\sum_kw_{pkqk}$. Only $T_2$ remains explicit.

\subsection{Residuals}

Wick's theorem gives the connected contractions of the dressed Hamiltonian with $T_2$. Each pair of equivalent lines gives a factor $\frac12$. The sign is $(-1)^{h+\ell}$, with $h$ hole lines and $\ell$ loops, counted after joining $a$ to $i$ and $b$ to $j$. Repeated indices are summed, and $P_{ij}f_{ij}=f_{ij}-f_{ji}$. For singles, define
\begin{equation}
S_i^a[x]=F_{kc}x_{ik}^{ac}+\tfrac12w_{akcd}x_{ik}^{cd}-\tfrac12w_{klic}x_{kl}^{ac}.
\label{eq:S}
\end{equation}
The last term has three hole lines and two loops, hence its minus sign.

For doubles, a part of the Hamiltonian that keeps the excitation rank acts on one $T_2$, and $w_{klcd}$, which lowers it by two, acts on two. Its four lines can be shared in four ways:
\begin{equation}
\begin{aligned}
&\tfrac14w_{klcd}t_{ij}^{cd}t_{kl}^{ab}-\tfrac12P_{ab}w_{klcd}t_{ij}^{ac}t_{kl}^{bd}\\
&-\tfrac12P_{ij}w_{klcd}t_{ik}^{ab}t_{jl}^{cd}+\tfrac12P_{ij}P_{ab}w_{klcd}t_{ik}^{ac}t_{lj}^{db}.
\end{aligned}
\label{eq:quad}
\end{equation}
There are four hole lines throughout and two, three, three and four loops. The final $\frac12$ prevents double counting of the two equivalent $T_2$ factors. These terms are absorbed in
\begin{equation}
\begin{aligned}
B_{bc}&=F_{bc}-\tfrac12w_{klcd}t_{kl}^{bd}, & J_{kj}&=F_{kj}+\tfrac12w_{klcd}t_{jl}^{cd},\\
O_{klij}&=w_{klij}+\tfrac12w_{klcd}t_{ij}^{cd}, & Z^\lambda_{kbcj}&=w_{kbcj}+\lambda w_{klcd}t_{lj}^{db},
\end{aligned}
\end{equation}
\begin{equation}
\begin{aligned}
D_{ij}^{ab}[x;\lambda]={}&P_{ab}B_{bc}x_{ij}^{ac}-P_{ij}J_{kj}x_{ik}^{ab}+\tfrac12w_{abcd}x_{ij}^{cd}\\
&+\tfrac12O_{klij}x_{kl}^{ab}+P_{ij}P_{ab}Z^\lambda_{kbcj}x_{ik}^{ac}.
\end{aligned}
\label{eq:D}
\end{equation}
The CCSD equations are then
\begin{equation}
\rho_i^a=F_{ai}+S_i^a[t]=0,\quad \rho_{ij}^{ab}=w_{abij}+D_{ij}^{ab}[t;\tfrac12]=0 .
\label{eq:res}
\end{equation}

\subsection{The exciton equations}

Varying $T_1$ along $R_1$ replaces the dressed Hamiltonian by its commutator with $R_1$. With $r$ the matrix having $r_{ai}=r_i^a$ as its only nonzero elements,
\begin{equation}
\begin{aligned}
h^R&=\tilde hr-r\tilde h,\\
w^R_{pqrs}&=w_{pqts}r_{tr}+w_{pqrt}r_{ts}-r_{pt}w_{tqrs}-r_{qt}w_{ptrs},
\end{aligned}
\end{equation}
and $F^R_{pq}=h^R_{pq}+\sum_kw^R_{pkqk}$. The residuals are linear in the Hamiltonian. Let $\rho[R]$ denote (\ref{eq:res}) evaluated with $F^R,w^R$ and unchanged $T_2$. Differentiating along $R_2$ as well gives
\begin{equation}
\begin{aligned}
\Omega\,r_i^a={}&\rho_i^a[R]+S_i^a[r],\\
\Omega\,r_{ij}^{ab}={}&\rho_{ij}^{ab}[R]+D_{ij}^{ab}[r;1]+P_{ab}B'_{bc}t_{ij}^{ac}\\
&-P_{ij}J'_{kj}t_{ik}^{ab}+\tfrac14w_{klcd}r_{ij}^{cd}t_{kl}^{ab},
\end{aligned}
\label{eq:sigma}
\end{equation}
with $B'_{bc}=-\frac12w_{klcd}r_{kl}^{bd}$ and $J'_{kj}=\frac12w_{klcd}r_{jl}^{cd}$. In the ring term $\lambda$ rises from $\frac12$ to $1$: the derivatives of its two $T_2$ factors become equal when $i,j$ and $a,b$ are exchanged together.

Momentum fixes the sums. In $w_{abcd}r_{ij}^{cd}$, $k_d=k_i+k_j+q-k_c$. In $O_{klij}r_{kl}^{ab}$, $k_l=k_i+k_j-k_k$. In $Z_{kbcj}r_{ik}^{ac}$, $k_c=k_i+k_k+q-k_a$. Each leaves one internal sum for three external momenta, so these terms cost $O(N_k^4)$. The matrices $B,J$ are diagonal in momentum, while $B',J',F^R$ carry $q$.

Ionisation follows from (\ref{eq:sigma}) by adding one virtual orbital $e$ of zero energy and no interaction, and keeping $r_i^e,r_{ij}^{ae}$. The electron moved to $e$ has left the crystal. Attachment uses an inert occupied orbital $g$ and keeps $r_g^a,r_{gj}^{ab}$.

Momentum blocks of EE, IP and EA for four cells agree to $10^{-11}$ hartree with $\bar H$ built explicitly in Fock space without momentum labels.

\subsection{Real and complex roots}

The blocks are non-Hermitian. Time reversal makes the spectrum at $-q$ the complex conjugate of that at $q$. When $q\equiv-q$, complex roots can occur only in conjugate pairs, so a root with no close neighbour to pair with is real. Inversion also maps $-q$ to $q$, which extends this to every $q$. Without inversion, truncation permits complex roots at general $q$. In the six-cell chain below, the lowest charged roots have imaginary parts up to $5\times10^{-5}$ hartree. They vanish to rounding when the site stagger, which breaks inversion, is removed.

\section{Finite-size laws}

\subsection{The zero mode}

Take a chain with one spin-polarised electron per two-site cell, $M=2N_0$ sites and background charge $+\frac12$ per site. Its interaction is $\frac12\sum_{x\neq y}V_{xy}(n_x-\frac12)(n_y-\frac12)$. Because $(n_x-\frac12)^2=\frac14$, adding a constant $c$ to $V$ adds
\begin{equation}
\Delta H=\frac c2\Big[(\hat N-N_0)^2-\frac M4\Big].
\label{eq:zero}
\end{equation}
This depends only on particle number and commutes with $T$ and every $\tau_\nu$ of EE type. The amplitudes and $\Omega$ are unchanged, $\omega_-$ and $\omega_+$ each rise by $c/2$, and the gap rises by $c$. This holds for truncated CCSD too. In a continuum Hamiltonian the same split requires the energy $c\hat N/2$ of each electron with its own images. Without it $\omega_-$ rises by $c$ and $\omega_+$ by zero, with the same gap.

\subsection{The chain}

Let $v(x)=(x^2+b^2)^{-1/2}$. Omitting the zero Fourier component gives $V_L(x)=\sum_nv(x+nL)-L^{-1}\int v\,dx$. Define $\xi_L=v(0)-V_L(0)$. Cutting sum and integral at $X=(m+\frac12)L$,
\begin{equation}
\begin{aligned}
\xi_L&=\lim_{m\to\infty}\Big[\frac2L\ln\frac{2X}{b}-\frac2L\sum_{n=1}^m\frac1n\Big]+O(b^2L^{-3})\\
&=\frac2L\Big[\ln\frac{2L}{b}-\gamma\Big]+O(b^2L^{-3}),
\end{aligned}
\label{eq:xi}
\end{equation}
since the harmonic sum tends to $\ln m+\gamma$. Away from the origin the images add $\sum_{n\ge1}[(nL+x)^{-1}+(nL-x)^{-1}-2(nL)^{-1}]$, so for $|x|,b\ll L$
\begin{equation}
V_L(x)=v(x)-\xi_L+2\zeta(3)\,x^2/L^3+\dots
\label{eq:VL}
\end{equation}

By (\ref{eq:zero}) with $c=-\xi_L$, the raw gap is lowered by $\xi_L$. Restoring $\xi_L$ leaves the quadratic term. At mean-field level the exchange energy samples it over the range of the density matrix, which is short in an insulator, so the error is $O(L^{-3})$. For a neutral set of charges $Q_x$, the quadratic term contributes $-2\zeta(3)(\sum_xQ_xx)^2/L^3$, again $O(L^{-3})$ if the pair is much smaller than $L$. The argument fails for a closing gap or an exciton as large as the ring. Tests on chains of 16, 32 and 64 cells give powers 3.04 for the restored Hartree--Fock gap and 3.09 for the exciton with singles only.

Polarisation does not reduce the leading $\xi_L$ here. A chain of polarisability $\chi$ per length has $\varepsilon(q)=1+\chi q^2v(q)$, and $v(q)\sim-2\ln q$, so $\varepsilon(q)\to1$ as $q\to0$. It does affect the remainder. At small $q$ the polarisation energy of a charge involves $\chi q^2v^2\sim4\chi q^2\ln^2q$, and replacing the integral of this function by a sum over the allowed $q$ costs $O(L^{-3}\ln L)$. The restored correlated gap therefore converges slightly more slowly than $L^{-3}$.

\subsection{Three dimensions}

For a charge density $\rho(\mathbf k)$ in a cubic dielectric cell of side $L$, the long-wavelength energy is
\begin{equation}
E_L=\frac1{2L^3}\sum_{\mathbf k\ne0}\frac{4\pi}{\varepsilon k^2}|\rho(\mathbf k)|^2 .
\label{eq:diel}
\end{equation}
For a unit charge, $\rho\to1$. Replacing the integral over $4\pi/k^2$ by this sum produces $-\xi_L$, now with $\xi_L=2.8373/L$. Each charged energy is therefore in error by $-\xi_L/(2\varepsilon)$ and the raw gap by $-\xi_L/\varepsilon$. Restoring the bare $\xi_L$ overcorrects:
\begin{equation}
\delta(\omega_-+\omega_+)=\Big(1-\frac1\varepsilon\Big)\xi_L .
\end{equation}
For a neutral pair of dipole $\mathbf d$, $|\rho|^2\to(\mathbf k\cdot\mathbf d)^2$ and the summand stays bounded. The omitted $\mathbf k=0$ point then costs $O(L^{-3})$. This holds for a pair much smaller than $L$, which a weakly bound Wannier exciton need not be. For an optically allowed exciton the transition dipoles $\boldsymbol\mu$ of all cells add in phase, and the omitted term does not shrink with $L$. $\Omega(0)$ is then the transverse exciton, and the longitudinal branch at $q\to0$ lies higher by an amount of order $4\pi|\boldsymbol\mu|^2$ divided by the unit-cell volume.

A lattice of classical polarisable dipoles with $\varepsilon=2.251$ tests these laws. One charge has a $1/L$ slope of $-0.630$ hartree bohr, which agrees to three figures with $-2.8373/(2\varepsilon)$; for a neutral pair the slope is $10^{-5}$. In a CCSD calculation one expects $\varepsilon$ to be the value implied by CCSD response, which this classical test does not establish.

\section{The free-pair edge of EE-CCSD}

Let a hole and an electron occupy non-interacting regions. The EE space contains $1h\otimes1p$, $2h1p\otimes1p$ and $1h\otimes2p1h$, but not $2h1p\otimes2p1h$, which is a triple excitation. With one single-particle state per momentum, write the IP matrix as a number $a_h$, couplings $b_h,c_h$ and a doubles block $D_h$. Eliminating the doubles gives
\begin{equation}
\omega_-=a_h+\Sigma_h(\omega_-),\qquad \Sigma_h(z)=b_h(z-D_h)^{-1}c_h,
\end{equation}
and likewise for $\omega_+$. In the pair problem the $2h1p$ amplitudes obey $(\omega-a_p-D_h)y=c_hx$, because their electron is undressed. Hence
\begin{equation}
\omega=a_h+a_p+\Sigma_h(\omega-a_p)+\Sigma_p(\omega-a_h).
\label{eq:edge}
\end{equation}
Setting $\omega=\omega_-+\omega_++\delta$ and expanding to first order about $\omega_\mp$,
\begin{equation}
\delta\simeq\frac{\Sigma_h'\Sigma_p+\Sigma_p'\Sigma_h}{1-\Sigma_h'-\Sigma_p'} .
\end{equation}
Below the doubles, a Hermitian problem has $\Sigma<0$ and $\Sigma'<0$, so $\delta>0$: the EE space does not let both particles be dressed by further excitations at the same time. Equation (\ref{eq:edge}) reproduces the charge-transfer spectrum of two separate four-cell rings, whose edge is 0.38535 hartree against $\omega_-+\omega_+=0.38518$. Definition (\ref{eq:Eb}) compares the exciton with separately relaxed charges; $\omega-\Omega$ compares it with a free pair in the same EE space.

\section{A chain in numbers}

The model has equally spaced sites, cell length 6 bohr, $b=3$ bohr, alternating hoppings 0.15 and 0.08, same-sublattice hopping 0.01 and site energies $\pm0.05$ hartree; the hopping matrix elements are minus the quoted values. For four cells, CCSD gives a gap of 0.38518 and a lowest exciton of 0.20021 hartree; full diagonalisation of the model gives 0.38509 and 0.20003. The CCSD error of the gap grows with size: at ten cells the exact values are 0.36633 and 0.22250, against 0.36720 and 0.22275 from CCSD.

With $\xi_L$ restored, ten cells give $\omega_-+\omega_+=0.16403+0.20317=0.36720$ and $\Omega(0)=0.22275$ hartree, so $E_b=0.14445$. Without restoration the gap is $0.36720-0.10377=0.26343$ and $E_b$ only 0.04068. At four cells the raw value is 0.00125: the image shift hides almost all of the binding.

From six to eight to ten cells the restored gap changes by $-0.00400$ and $-0.00148$, a ratio of 2.7; an $L^{-3}$ law predicts 2.8. For the exciton the ratio is 3.3. Neglecting the logarithm due to polarisation and assuming $L^{-3}$ for the last two sizes,
\begin{equation}
\begin{aligned}
\omega_-+\omega_+&\to\frac{1000(0.36720)-512(0.36868)}{488}=0.36565,\\
\Omega(0)&\to\frac{1000(0.22275)-512(0.22094)}{488}=0.22465 .
\end{aligned}
\end{equation}
Thus $E_b\approx0.141$ hartree, or 3.8 eV. The third decimal is uncertain, because the exciton ratio of 3.3 has not yet reached the asymptotic 2.8. With singles only, where long chains are affordable, the same two-point fit gives 0.2281 against the limit 0.2273, an overshoot of 0.0008. Taking the Hartree--Fock and singles limits from long chains and extrapolating only the correlation parts gives $E_b\approx0.142$. The free-pair edge extrapolates to 0.3663 and raises $E_b$ by 0.0007 hartree.

A straight line in $1/L$ through the last two raw gaps gives 0.3242, which is 0.041 below the restored estimate. The logarithm in (\ref{eq:xi}) accounts for $2\ln(60/48)/12=0.037$ of this, and the $L^{-3}$ part of the restored gap for the other 0.004. The remaining values are in the numerical output.

\section*{Computed results}
\begin{verbatim}
cell length 6.0 bohr, softening 3.0 bohr
hoppings 0.15, 0.08, 0.01; stagger 0.05 Ha
4 cells: EE states in all 52, at q=0 14
4 cells: max deviation from Fock-space Hbar 9.8e-12 Ha
4 cells: gap CCSD 0.38518, exact 0.38509 Ha
4 cells: lowest exciton CCSD 0.20021, exact 0.20003 Ha
two separate 4-cell rings: EE transfer edge 0.38535 Ha
same rings: IP+EA sum 0.38518 Ha
6 cells, general momentum: max |Im| IP/EA 5.1e-05, exciton 4.7e-06 Ha
same with stagger 0 (inversion symmetric): max |Im| 5.1e-17 Ha
6 cells: xi/2 0.072361 Ha
6 cells: IP shift 0.072361, EA shift 0.072361 Ha
6 cells: exciton shift -1.3e-12 Ha
6 cells: exciton (real part) at q=0,1,2,3 (2pi/6a): 0.21500 0.26736 0.31890 0.34030 Ha
w-, w+ : ionisation and attachment energies with xi restored (Ha)
N=4: L 24 bohr, xi 0.18372, w- 0.17296, w+ 0.21222
  gap raw 0.20146, restored 0.38518, exciton 0.20021
  Eb raw 0.00125, restored 0.18497, EE edge 0.38535
N=6: L 36 bohr, xi 0.14472, w- 0.16676, w+ 0.20592
  gap raw 0.22796, restored 0.37268, exciton 0.21500
  Eb raw 0.01296, restored 0.15769, EE edge 0.37309
N=8: L 48 bohr, xi 0.12045, w- 0.16477, w+ 0.20391
  gap raw 0.24823, restored 0.36868, exciton 0.22094
  Eb raw 0.02728, restored 0.14774, EE edge 0.36923
N=10: L 60 bohr, xi 0.10377, w- 0.16403, w+ 0.20317
  gap raw 0.26343, restored 0.36720, exciton 0.22275
  Eb raw 0.04068, restored 0.14445, EE edge 0.36782
change N=8 to 10: raw gap 0.01520, restored -0.00148, exciton 0.00181 Ha
L^-3 estimates: gap 0.36565, exciton 0.22465, EE edge 0.36634 Ha
1/L line through raw gaps N=8,10: 0.32424 Ha
Eb from IP+EA: 0.14100 Ha = 3.837 eV
Eb from EE edge: 0.14169 Ha = 3.856 eV
64 cells: xi 0.0258750, asymptotic formula 0.0258748 Ha
64 cells: HF gap 0.38657, CIS exciton 0.22726 Ha
error powers of 1/L: HF restored gap 3.039, CIS exciton 3.094
cubic image constant 2.837297, lattice dielectric constant 2.2509
1/L slope, one charge: -0.63022, formula -0.63025 Ha bohr
1/L slope, neutral pair: 1.3e-05 Ha bohr
\end{verbatim}
